# Steady atom loss by irreversible adsorption and Eley–Rideal pickup

Suppose that an oxygen atom binds to an empty site on a pore wall with probability 0.05 per impact, while at an occupied site it picks up the bound atom with a probability of only 0.002. If the first number is used as the wall's loss probability, the wall seems to remove one atom in twenty for as long as the plasma runs. It does not, because binding fills the sites more readily than pickup empties them. Once most are occupied, further loss is limited by pickup, and the lasting loss probability is 0.0038, thirteen times smaller than the first guess. Using the pickup probability itself fails the other way: it misses nearly half of the loss, since each pickup frees a site that then takes another atom.

The correct value is

$$L=\frac{2sr}{s+r},$$

where $s$ is the binding probability on an empty site and $r$ the pickup probability on an occupied one. The flux does not appear.

## The model

Divide the surface into equal cells, $N$ per unit area, each with one binding site. Atoms arrive with flux $G$, so a cell receives on average $\Phi=G/N$ impacts per unit time. An impact anywhere in the cell counts, so $s$ and $r$ include the chance of missing the site.

If the site is empty, the atom is bound with probability $s$ and otherwise returns to the gas. If it is occupied, the arriving atom combines with the bound one with probability $r$, and the molecule leaves for good. This direct reaction is the Eley–Rideal process. Otherwise the arriving atom returns to the gas and the bound atom stays.

Both probabilities are constants, independent of flux and of neighbouring sites. Bound atoms neither desorb nor react with each other, and ions and light remove none. Take $s,r>0$ for now. $L$ is the number of atoms lost from the gas per impact. It counts atoms, not molecules, and an atom is counted as lost when it binds.

## First derivation: balance of coverage

Let $\theta$ be the occupied fraction of a large number of cells. With impacts at random times, an impact finds an empty cell with probability $1-\theta$. Binding raises the coverage at the rate $\Phi s(1-\theta)$ and pickup lowers it at the rate $\Phi r\theta$:

$$\frac{d\theta}{dt}=\Phi\,[s(1-\theta)-r\theta]=\Phi\,[s-(s+r)\theta].$$

In the steady state the bracket vanishes, so

$$\theta_\infty=\frac{s}{s+r},\qquad 1-\theta_\infty=\frac{r}{s+r}.$$

The flux cancels because sites are filled and emptied only by impacts, so both rates are proportional to the flux. More flux speeds up both by the same factor.

An arriving atom is lost in either event. The loss probability at coverage $\theta$ is therefore

$$L(\theta)=s(1-\theta)+r\theta,$$

and in the steady state

$$L=s\,\frac{r}{s+r}+r\,\frac{s}{s+r}=\frac{2sr}{s+r}.$$

The two terms are equal, which is the origin of the factor 2. The number of molecules formed per impact is $r\theta_\infty=L/2$, as it must be when each carries away two atoms.

The same equation gives the approach to this value. Subtracting the steady state leaves $d(\theta-\theta_\infty)/dt=-\Phi(s+r)(\theta-\theta_\infty)$. From a bare surface, $\theta(0)=0$, the solution is

$$\theta=\theta_\infty(1-e^{-t/\tau}),\qquad \tau=\frac{1}{\Phi(s+r)}.$$

Since $L(\theta)$ is linear in $\theta$ and starts at $L(0)=s$,

$$L(t)=L+(s-L)e^{-t/\tau}.$$

From a full surface the loss starts at $r$ instead, and $s$ in this formula is replaced by $r$. The steady loss is independent of flux, but the time needed to reach it is inversely proportional to flux. A measurement much shorter than $\tau$ on a fresh surface finds $s$, not $L$.

## Second derivation: the life of one site

Now follow a single site and count impacts instead of time. Let $m$ be the mean number of impacts needed to fill it when empty. One impact is needed in any case, and with probability $1-s$ it fails and the wait begins again:

$$m=1+(1-s)m\quad\Longrightarrow\quad m=\frac1s.$$

By the same argument an occupied site needs on average $1/r$ impacts to be emptied. A full cycle, from empty to empty, takes on average $1/s+1/r$ impacts and removes two atoms from the gas: the one that was bound and the one that picked it up. Over many independent cycles the ratio of atoms lost to impacts tends to the ratio of the means,

$$L=\frac{2}{1/s+1/r}=\frac{2sr}{s+r}.$$

The loss probability is the harmonic mean of $s$ and $r$. The two stages act in series, so the slower one controls the cycle. If $s\ge r$, write $L=2r\,[s/(s+r)]$. The bracket lies between $1/2$ and 1, hence $r\le L<2r$. Exchanging the names covers the other case, so $L$ lies between the smaller probability and twice that value.

When $r\ll s$ the surface is almost full and $L\approx2r$. When $s\ll r$ it is almost empty and $L\approx2s$. When $s=r$ the coverage is one half and $L=s$. If $r=0$ and $s>0$, the sites fill once and the loss ends. If $s=0$ and $r>0$, any bound atoms are used up and the loss also ends.

## What each derivation assumes

The coverage balance uses random impact times and an average over many cells. In return it gives the transient. The cycle argument needs no time scale. The impacts may come regularly, at random or in pulses, provided that many cycles are completed and that $s$ and $r$ stay the same.

The difference shows in the transient. Let $p_n$ be the probability that a site is occupied after $n$ impacts. Then $p_{n+1}=p_n+s(1-p_n)-rp_n$, and the deviation from $\theta_\infty$ is multiplied by $1-s-r$ at each impact. If the number of impacts in time $t$ has a Poisson distribution with mean $\Phi t$, the average of this factor is

$$\sum_{n=0}^{\infty}e^{-\Phi t}\frac{(\Phi t)^n}{n!}(1-s-r)^n=e^{-\Phi(s+r)t},$$

which is the exponential of the first derivation. With regular impacts and $s=r=1$, a site instead alternates between empty and full and never settles. The cycle average still gives $L=1$.

Both derivations assume that nothing happens between impacts. Let bound atoms desorb at a rate $k$, with random impact times. The steady balance becomes $\Phi s(1-\theta)=(\Phi r+k)\theta$, so

$$\theta=\frac{s}{s+r+k/\Phi}.$$

Desorbed atoms return to the gas, so the net loss is two atoms per molecule:

$$L_{\rm net}=2r\theta=\frac{2sr}{s+r+k/\Phi}.$$

The cycle argument agrees. A cycle lasts on average $1/(\Phi s)+1/(\Phi r+k)$, and it ends in a molecule with probability $\Phi r/(\Phi r+k)$. Twice this probability, divided by $\Phi$ times the duration, gives the same expression. For $s=0.5$, $r=0.2$ and $k=1$ per second, the net loss is 0.118 at one impact per second and 0.250 at ten, against 0.286 without desorption. A process with its own clock brings the flux back.

## A mobile atom before binding

An arriving atom may be weakly held and visit many sites before it binds, reacts or escapes. Suppose that each visit is to a randomly chosen site. Per visit, let $a$ be the probability of binding if the site is empty, $b$ that of pickup if it is occupied, and $c$ that of escape from either. Otherwise the atom moves on. It is eventually lost with probability

$$L(\theta)=\frac{a(1-\theta)+b\theta}{a(1-\theta)+b\theta+c},$$

which is no longer linear in $\theta$. Binding and pickup balance when $a(1-\theta)=b\theta$, or $\theta=a/(a+b)$. The numerator is then $h=2ab/(a+b)$, and

$$\frac1L=1+\frac ch=1+\frac c2\left(\frac1a+\frac1b\right)
=\frac12\left(\frac{a+c}{a}+\frac{b+c}{b}\right).$$

On a wholly empty surface the loss probability is $s=a/(a+c)$, and on a wholly occupied one it is $r=b/(b+c)$. With these definitions $1/L=(1/s+1/r)/2$, the same harmonic mean. The coverage does change. For $a=0.02$, $b=0.005$ and $c=0.03$, one finds $s=0.400$, $r=0.143$ and $L=0.211$, with coverage 0.80, whereas $s/(s+r)$ would give 0.74. The expression for $L(\theta)$ and the coverage $a/(a+b)$ rely on well-mixed visits, but the harmonic mean does not. In any steady state binding and pickup each remove $L/2$ atoms per impact, so an arriving atom makes on average $L/(2a)$ visits to empty sites and $L/(2b)$ to occupied ones, and it escapes with probability $c$ times their sum. Loss and escape add to one, which gives $1/L=1+(c/2)(1/a+1/b)$ for any hopping pattern. Hopping only between neighbours changes the coverage but not $L$. The result does require so few mobile atoms that they do not react with each other.

## Oxygen atoms in a low-k pore

Consider a porous organosilicate film below a downstream oxygen plasma. Take 10 mTorr of atomic oxygen in 1 Torr of gas at 300 K, one site per nm², $s=0.05$, $r=0.002$ and straight cylindrical pores of diameter $d=2$ nm. These are round model parameters.

Kinetic theory gives the flux $G=p/\sqrt{2\pi Mk_BT}$, where $p$ is the partial pressure and $M$ the mass of the atom. The result is $5.07\times10^{18}$ cm⁻² s⁻¹, or $\Phi=5.07\times10^4$ impacts per site and second. Filling takes on average $1/0.05=20$ impacts and emptying $1/0.002=500$, so

$$L=\frac{2}{520}=3.85\times10^{-3},\qquad \theta_\infty=\frac{500}{520}=0.96.$$

At the pore mouth, taking the full outside flux, $\tau=1/(5.07\times10^4\times0.052)=0.38$ ms. After one such time from a bare wall the loss probability is still 0.021, more than five times its final value.

Inside the pore the wall flux $J(z)$ falls with depth $z$, but in the steady state $L$ does not. An atom that is not lost leaves the wall with the cosine law and flies to another point of the wall. Let $\alpha$ be its angle to the pore axis and $\varphi$ the angle, in the cross-section, between its path and the inward normal. The chord in the cross-section is $d\cos\varphi$, so the axial step is $x=d\cos\varphi\cot\alpha$. The cosine-law weight is $\pi^{-1}\sin^2\alpha\cos\varphi\,d\alpha\,d\varphi$, and

$$\langle x^2\rangle=\frac{d^2}{\pi}\int_0^\pi\cos^2\alpha\,d\alpha
\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi
=\frac{d^2}{\pi}\,\frac{\pi}{2}\,\frac43=\frac{2d^2}{3}.$$

Away from the mouth, the flux at $z$ consists of atoms that survived their previous impact at $z-x$, so $J(z)=(1-L)\langle J(z-x)\rangle$. If $J$ varies slowly over one step, expand to second order. The linear term averages to zero by symmetry:

$$J\approx(1-L)\left(J+\frac{d^2}{3}J''\right).$$

For $L\ll1$ this becomes $J''=(3L/d^2)J$. The solution that falls with depth is $e^{-z/\ell}$, with

$$\ell=\frac{d}{\sqrt{3L}}=\frac{2\ \text{nm}}{\sqrt{3\times0.00385}}=18.6\ \text{nm}.$$

The single exponential requires a loss probability independent of flux, and even then it holds only to depths of a few $\ell$. The expansion neglects rare long flights, which make the flux fall more slowly than exponentially at greater depth. The full exchange of atoms between wall elements was therefore also solved numerically, with elements of $0.1d$ in a pore $100d$ long. Between depths $\ell$ and $2\ell$ the mean decay length is 18.5 nm. At 50 nm the wall flux is 6.1% of the outside flux (6.0% with elements four times finer). The local settling time at that flux is 6.3 ms. This is not the full filling time from a bare pore, during which the outer wall holds back atoms from the inner wall.

## How far the numbers can be trusted

For thermal processes take a rate $10^{13}\,\text{s}^{-1}\,e^{-E/k_BT}$, with chosen barriers of 2.0 eV for desorption and 1.2 eV for hopping of bound atoms. Desorption is negligible at the mouth: $k/[\Phi(s+r)]$ is about $10^{-24}$ at 300 K and $3\times10^{-11}$ at 500 K. Hopping matters more, since it can bring two bound atoms together. The ratio of hop rate to pickup rate $\Phi r$ at the mouth is $7\times10^{-10}$ at 300 K.

Now raise gas and wall to 500 K, with $s$ and the oxygen pressure fixed, and give pickup a barrier of 0.10 eV. Then $r$ rises to 0.0094, $L$ to 0.016, and $\ell$ falls to 9.2 nm. The hop-to-pickup ratio is 0.02 at the mouth but about 5 at a depth of 50 nm, where few atoms arrive. There, for these barriers, neglect of reactions between bound atoms is no longer justified, and the loss probability may depend on flux and therefore on depth.

Unequal sites require an average of $L$ over the sites. If half have $r=0.001$ and half $r=0.003$, with $s$ fixed, $L$ is $3.81\times10^{-3}$, about 1% below the value for the mean $r$. Collisions in the gas are unimportant in the pore: for a molecular diameter of 0.35 nm, the mean free path $k_BT/(\sqrt2\,\pi\delta^2P)$, with $\delta$ that diameter and $P$ the total pressure, is 57 µm.

In real organosilicate films, pores are roughly 1 to 3 nm wide, irregular and connected. Reducing the width by 0.3 nm for the size of the atom shortens $\ell$ to 15.8 nm, and a crooked path reduces the depth further. Loss probabilities for oxygen on silica near room temperature depend on how the surface was prepared and can be well below $10^{-3}$, so the example's value may be high. Since $\ell\propto L^{-1/2}$, a tenfold smaller $L$ would make the decay length about three times longer. Real walls also carry methyl groups, whose oxidation is the damage that a later repair step must address. If a fraction $10^{-4}$ of impacts is consumed in this way, the loss rises by 2.6%. With two groups per nm² and four oxygen atoms used per group, the supply at the mouth lasts $8/(5.07\times10^4\times10^{-4})=1.6$ s if that fraction stays constant. Thus $\ell$ describes how far oxygen atoms reach, while the depth of damage also depends on exposure time and on the methyl reaction. Where ions or ultraviolet light strike the wall, they may free sites at rates not proportional to the atom flux, and the formula then needs the corresponding extra terms.

All numerical values are calculated from the stated model.
